# The Bulge Law of a Long Rectangular Membrane: a numerical check

```python
"""Bulge law of a long rectangular membrane:
    p = 2 sigma h w/a^2 + 4 E_bar h w^3/(3 a^4),  E_bar = E/(1-nu^2).
p: pressure, w: central height, a: half-width, h: thickness,
sigma: transverse residual stress, E: Young modulus, nu: Poisson ratio.
Independent roads: force balance of a string under normal pressure, and
two-dimensional energy minimisation for rectangles of finite length.
All dimensional variables are in SI units; printed units are stated.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Legendre
from numpy.polynomial.legendre import leggauss
from scipy.constants import g, atm
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def law_pressure(w, sigma, h, a, e_bar):
    return 2*sigma*h*w/a**2 + 4*e_bar*h*w**3/(3*a**4)


def law_height(p, sigma, h, a, e_bar):
    upper = 1.01*p*a**2/(2*sigma*h)
    return brentq(lambda w: law_pressure(w, sigma, h, a, e_bar) - p,
                  0, upper, xtol=1e-15)


# Finite-slope arc, in units a = h = 1
t, s0, stiff = sp.symbols("t s0 stiff", positive=True)
arc_expr = 2*t/(1+t**2)*(s0 + stiff*((1+t**2)*sp.atan(t)/t - 1))
arc_series = sp.expand(sp.series(arc_expr, t, 0, 5).removeO())
assert sp.simplify(arc_series.coeff(t, 1) - 2*s0) == 0
assert sp.simplify(arc_series.coeff(t, 3)
                   - (sp.Rational(4, 3)*stiff - 2*s0)) == 0
arc_pressure = sp.lambdify((t, s0, stiff), arc_expr, "numpy")


def string_height(p, tension0, stiffness, tension_guess):
    """Shoot from the centre of a string with half-width 1."""
    def rhs(_, y):
        fx, fz = y[2], y[3]
        tension = np.hypot(fx, fz)
        stretch = 1 + (tension - tension0)/stiffness
        dx, dz = stretch*fx/tension, stretch*fz/tension
        return [dx, dz, p*dz, -p*dx]

    def end(tension):
        run = solve_ivp(rhs, (0, 1), [0, 0, tension, 0],
                        rtol=1e-10, atol=1e-12)
        return run.y[:, -1]
    tension = brentq(lambda q: end(q)[0] - 1,
                     0.5*tension_guess, 2*tension_guess, xtol=1e-11)
    return -end(tension)[1]


string_errors = []
for ratio in (0.05, 0.10):
    load = law_pressure(ratio, 1.0, 1.0, 1.0, 5000.0)
    found = string_height(load, 1.0, 5000.0, load/(2*ratio))
    assert abs(arc_pressure(found, 1.0, 5000.0)/load - 1) < 1e-6
    string_errors.append(abs(found/ratio - 1))
assert string_errors[0] < 0.002
# The leading law must have a relative height error of second order.
assert 3.4 < string_errors[1]/string_errors[0] < 4.4


def basis(count, parity, points):
    functions = [Legendre([2/3, 0, -2/3])*Legendre.basis(2*k+parity)
                 for k in range(count)]
    values = np.array([f(points) for f in functions]).T
    slopes = np.array([f.deriv()(points) for f in functions]).T
    return values, slopes


def rectangle_height(aspect, load, sx, sy, nu, nx=3, ny=10):
    """Central w/a; stresses in units E and load = p a/(E h)."""
    qx, wx = leggauss(14)
    qy, wy = leggauss(44)
    qx, qy = (qx+1)/2, (qy+1)/2
    weight = np.kron(wx/2, wy/2)*aspect
    ex, dex = basis(nx, 0, qx)
    ox, dox = basis(nx, 1, qx)
    ey, dey = basis(ny, 0, qy)
    oy, doy = basis(ny, 1, qy)
    dey, doy = dey/aspect, doy/aspect
    zero = np.zeros((len(weight), nx*ny))
    linear = np.array([
        np.hstack([np.kron(dox, ey), zero, zero]),
        np.hstack([zero, np.kron(ex, doy), zero]),
        np.hstack([np.kron(ox, dey), np.kron(dex, oy), zero])])
    gx = np.hstack([zero, zero, np.kron(dex, ey)])
    gy = np.hstack([zero, zero, np.kron(ex, dey)])
    lift = np.hstack([zero, zero, np.kron(ex, ey)]).T @ weight
    compliance = np.array([[1, -nu, 0], [-nu, 1, 0], [0, 0, 2*(1+nu)]])
    elastic = np.linalg.inv(compliance)
    q = np.zeros(3*nx*ny)
    for part in np.linspace(1/6, 1, 6):
        for _ in range(40):
            ax, ay = gx @ q, gy @ q
            strain = linear @ q + np.array([ax**2/2, ay**2/2, ax*ay])
            b = linear + np.array([ax[:, None]*gx, ay[:, None]*gy,
                                   ax[:, None]*gy + ay[:, None]*gx])
            stress = elastic @ strain + np.array([[sx], [sy], [0]])
            residual = sum(b[i].T @ (weight*stress[i]) for i in range(3))
            residual = residual - part*load*lift
            cb = np.tensordot(elastic, b, axes=(1, 0))
            hessian = sum(b[i].T @ (weight[:, None]*cb[i])
                          for i in range(3))
            ws = weight*stress
            cross = gx.T @ (ws[2][:, None]*gy)
            hessian += gx.T @ (ws[0][:, None]*gx)
            hessian += gy.T @ (ws[1][:, None]*gy) + cross + cross.T
            step = np.linalg.solve(hessian, residual)
            q -= step
            if np.max(abs(step)) < 1e-10:
                break
        else:
            raise RuntimeError("membrane energy did not converge")
    origin = np.array([0.0])
    centre = np.kron(basis(nx, 0, origin)[0], basis(ny, 0, origin)[0])
    return float((centre @ q[2*nx*ny:])[0])


# Beryllium: rough typical material inputs; other inputs are chosen
young, poisson = 300e9, 0.05
density, expansion, yield_stress = 1800.0, 11e-6, 300e6
c11, c33, c13 = 290e9, 340e9, 14e9
half_width, thickness, residual_stress = 10e-3, 8e-6, 30e6
pressure, length_ratio = 1000.0, 6
plane_modulus = young/(1-poisson**2)
film = (residual_stress, thickness, half_width, plane_modulus)
height = law_height(pressure, *film)
strain = 2*height**2/(3*half_width**2)
stress = residual_stress + plane_modulus*strain
linear_part = 2*residual_stress*thickness*height/half_width**2
cubic_part = pressure - linear_part
crossover = half_width*np.sqrt(3*residual_stress/(2*plane_modulus))
assert abs(law_pressure(crossover, *film)
           / (4*residual_stress*thickness*crossover/half_width**2)
           - 1) < 1e-12

# Finite rectangles, including a square where the law should fail
scaled_load = pressure*half_width/(young*thickness)
scaled_stress = residual_stress/young
rectangles = {}
for aspect in (1, 2, 4, length_ratio):
    rectangles[aspect] = rectangle_height(
        aspect, scaled_load, scaled_stress, scaled_stress,
        poisson)*half_width/height
assert abs(rectangles[length_ratio]-1) < 0.005
assert rectangles[1] < 0.9
axial_case = rectangle_height(length_ratio, scaled_load, scaled_stress,
                              2*scaled_stress, poisson)*half_width/height
assert abs(axial_case-1) < 0.005
# A larger Poisson ratio distinguishes E_bar from E
test_height = rectangle_height(6, 4e-6, 3e-5, 3e-5, 0.3)
with_plane = law_height(4e-6, 3e-5, 1, 1, 1/(1-0.3**2))
with_young = law_height(4e-6, 3e-5, 1, 1, 1)
assert abs(test_height/with_plane-1) < 0.005
assert abs(test_height/with_young-1) > 0.02

# Clamped plate with bending rigidity N/k^2 and tension N
x, a, p, n, k = sp.symbols("x a p n k", positive=True)
bent = (p*(a**2-x**2)/(2*n)
        - p*a*(sp.cosh(k*a)-sp.cosh(k*x))/(n*k*sp.sinh(k*a)))
assert sp.simplify(n/k**2*sp.diff(bent, x, 4)
                   - n*sp.diff(bent, x, 2) - p) == 0
assert sp.simplify(bent.subs(x, a)) == 0
assert sp.simplify(sp.diff(bent, x).subs(x, a)) == 0
args = (x, a, p, n, k)
bent_shape = sp.lambdify(args, bent, "numpy")
bent_slope = sp.lambdify(args, sp.diff(bent, x), "numpy")
bent_curvature = sp.lambdify(args, sp.diff(bent, x, 2), "numpy")
rigidity = plane_modulus*thickness**3/12
nodes, node_weights = leggauss(100)
nodes = half_width*(nodes+1)/2
node_weights = node_weights/2


def bent_solution(load):
    low = residual_stress*thickness
    high = low + plane_modulus*thickness*(load*half_width/low)**2/2

    def mismatch(tension):
        kval = np.sqrt(tension/rigidity)
        slope = bent_slope(nodes, half_width, load, tension, kval)
        mean_strain = node_weights @ (slope**2/2)
        return tension - low - plane_modulus*thickness*mean_strain
    tension = brentq(mismatch, low, high)
    kval = np.sqrt(tension/rigidity)
    centre = bent_shape(0.0, half_width, load, tension, kval)
    edge = bent_curvature(half_width, half_width, load, tension, kval)
    return centre, tension, kval, 6*rigidity*edge/thickness**2


bent_height, bent_tension, bent_k, edge_bending = bent_solution(pressure)
ka = bent_k*half_width
bending_factor = 1 - 2*np.tanh(ka/2)/ka
parabola = pressure*half_width**2/(2*bent_tension)
assert abs(bent_height/parabola-bending_factor) < 1e-10
edge_total = edge_bending + bent_tension/thickness
assert edge_total < yield_stress
test_pressures = np.array([200., 400., 600., 800., 1000.])
bent_heights = np.array([bent_solution(q)[0] for q in test_pressures])
slope, intercept = np.polyfit(bent_heights**2,
                              test_pressures/bent_heights, 1)
apparent_stress = intercept*half_width**2/(2*thickness)
apparent_modulus = 3*slope*half_width**4/(4*thickness)
assert apparent_stress > residual_stress

arc_value = arc_pressure(height/half_width, residual_stress,
                         plane_modulus)*thickness/half_width
thermal_stress = young*expansion/(1-poisson)
warm_height = law_height(pressure, residual_stress-thermal_stress,
                         thickness, half_width, plane_modulus)
modulus_normal = c11-c13**2/c33
modulus_across = c33-c13**2/c11
height_normal = law_height(pressure, *film[:3], modulus_normal)
height_across = law_height(pressure, *film[:3], modulus_across)
atm_height = law_height(atm, *film)
atm_stress = atm*half_width**2/(2*atm_height*thickness)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Be Young modulus, rough input", young/1e9, "GPa")
show("Be Poisson ratio, rough input", poisson, "")
show("Be density, rough input", density/1000, "g/cm3")
show("Be thermal expansion, rough input", expansion*1e6, "1e-6/K")
show("Be yield stress, rough input", yield_stress/1e6, "MPa")
show("Be C11, rough input", c11/1e9, "GPa")
show("Be C33, rough input", c33/1e9, "GPa")
show("Be C13, rough input", c13/1e9, "GPa")
show("Half-width a", half_width*1e3, "mm")
show("Length/width", length_ratio, "")
show("Foil thickness h", thickness*1e6, "um")
show("Residual stress sigma", residual_stress/1e6, "MPa")
show("Test pressure p", pressure, "Pa")
show("Plane-strain modulus E_bar", plane_modulus/1e9, "GPa")
show("Law central height w", height*1e6, "um")
show("Height ratio w/a", height/half_width, "")
show("Added strain", strain, "")
show("Total membrane stress", stress/1e6, "MPa")
show("Linear pressure term", linear_part, "Pa")
show("Cubic pressure term", cubic_part, "Pa")
show("Equal-term height", crossover*1e6, "um")
for aspect, value in rectangles.items():
    show(f"Height/law, length/width {aspect}", value, "", 6)
show("Height/law, doubled axial stress", axial_case, "", 6)
show("nu=0.3 test: energy w/a", test_height, "", 6)
show("nu=0.3 test: law w/a with E_bar", with_plane, "", 6)
show("nu=0.3 test: law w/a with E", with_young, "", 6)
show("String test height error at w/a=0.05", string_errors[0]*100, "%")
show("String test height error at w/a=0.10", string_errors[1]*100, "%")
show("Arc/law pressure minus one", (arc_value/pressure-1)*100, "%")
show("Bending parameter ka", ka, "")
show("Edge layer width 1/k", 1e3/bent_k, "mm")
show("Height factor at fixed tension", bending_factor, "")
for load, value in zip(test_pressures, bent_heights):
    plain = law_height(load, *film)
    print(f"p={load:.0f} Pa: law w={plain*1e6:.2f} um, "
          f"with bending={value*1e6:.2f} um")
show("Bending height change", (bent_height/height-1)*100, "%")
show("Edge bending stress", edge_bending/1e6, "MPa")
show("Total edge surface stress", edge_total/1e6, "MPa")
show("Fitted sigma from bent heights", apparent_stress/1e6, "MPa")
show("Fitted E_bar from bent heights", apparent_modulus/1e9, "GPa")
show("Foil weight per area", density*g*thickness, "Pa")
show("Stress loss if foil is 1 K warmer", thermal_stress/1e6, "MPa")
show("Height if foil is 1 K warmer", warm_height*1e6, "um")
show("E_bar, c axis normal to foil", modulus_normal/1e9, "GPa")
show("E_bar, c axis across slot", modulus_across/1e9, "GPa")
show("Height, c axis normal to foil", height_normal*1e6, "um")
show("Height, c axis across slot", height_across*1e6, "um")
show("Elastic-law stress at one atmosphere", atm_stress/1e6, "MPa")
print("all assertions hold")
```

Output:

```
Be Young modulus, rough input: 300 GPa
Be Poisson ratio, rough input: 0.05
Be density, rough input: 1.8 g/cm3
Be thermal expansion, rough input: 11 1e-6/K
Be yield stress, rough input: 300 MPa
Be C11, rough input: 290 GPa
Be C33, rough input: 340 GPa
Be C13, rough input: 14 GPa
Half-width a: 10 mm
Length/width: 6
Foil thickness h: 8 um
Residual stress sigma: 30 MPa
Test pressure p: 1000 Pa
Plane-strain modulus E_bar: 300.8 GPa
Law central height w: 112.7 um
Height ratio w/a: 0.01127
Added strain: 8.466e-05
Total membrane stress: 55.46 MPa
Linear pressure term: 540.9 Pa
Cubic pressure term: 459.1 Pa
Equal-term height: 122.3 um
Height/law, length/width 1: 0.755255
Height/law, length/width 2: 0.986525
Height/law, length/width 4: 1.00037
Height/law, length/width 6: 1.00004
Height/law, doubled axial stress: 1.00003
nu=0.3 test: energy w/a: 0.0129996
nu=0.3 test: law w/a with E_bar: 0.0130012
nu=0.3 test: law w/a with E: 0.0133844
String test height error at w/a=0.05: 0.1059 %
String test height error at w/a=0.10: 0.4081 %
Arc/law pressure minus one: -0.01386 %
Bending parameter ka: 58.26
Edge layer width 1/k: 0.1717 mm
Height factor at fixed tension: 0.9657
p=200 Pa: law w=38.00 um, with bending=36.58 um
p=400 Pa: law w=64.99 um, with bending=63.20 um
p=600 Pa: law w=84.57 um, with bending=82.73 um
p=800 Pa: law w=99.94 um, with bending=98.11 um
p=1000 Pa: law w=112.69 um, with bending=110.87 um
Bending height change: -1.613 %
Edge bending stress: 158.2 MPa
Total edge surface stress: 212.6 MPa
Fitted sigma from bent heights: 31.46 MPa
Fitted E_bar from bent heights: 304 GPa
Foil weight per area: 0.1412 Pa
Stress loss if foil is 1 K warmer: 3.474 MPa
Height if foil is 1 K warmer: 116.4 um
E_bar, c axis normal to foil: 289.4 GPa
E_bar, c axis across slot: 339.3 GPa
Height, c axis normal to foil: 113.7 um
Height, c axis across slot: 109.5 um
Elastic-law stress at one atmosphere: 940 MPa
all assertions hold
```
